\section*{Extrapolating a Charged-Defect Energy from Three Cubic Supercells}

\section*{Common information}

The energy of a point defect with charge number $q$ has been computed in three cubic supercells of edge $L$:
\begin{equation*}
\begin{array}{c|ccc}
L\ (\text{\AA}) & 10 & 20 & 40\\ \hline
E\ (\text{eV}) & 2.7000 & 2.8125 & 2.9016
\end{array}
\end{equation*}
These are model data and belong to no particular material. A uniform background neutralizes each cell, the potential reference is set by the same rule in all cells (zero average potential), and the numerical settings are converged. The energies are to be described by
\begin{equation}
E(L)=E_\infty+\frac{a}{L}+\frac{b}{L^3}, \label{eq:law}
\end{equation}
where $E_\infty$ is the energy of the isolated defect. Energies are in eV and lengths in \AA, the natural units of the data. The Coulomb constant is $k=e^2/(4\pi\varepsilon_0)=14.39965$ eV\,\AA.

\section*{Part (a): the origin of the two powers}

\textbf{Question.} Model the defect charge as a Gaussian of width $s$ in a uniform medium of dielectric constant $\varepsilon$. Find how its electrostatic energy in the periodic cell differs from that of the isolated Gaussian. Explain the signs of the terms.

\textbf{Model answer.} The normalized charge distribution is $g(r)=(2\pi s^2)^{-3/2}e^{-r^2/2s^2}$. Its Fourier coefficients in the periodic cell are $e^{-s^2G^2/2}/L^3$, with $\mathbf G$ a reciprocal lattice vector. Poisson's equation multiplies each by $4\pi kq/(\varepsilon G^2)$. The background cancels the $\mathbf G=0$ charge, and the average potential is set to zero. Half the product of charge and potential, integrated over the cell, is
\begin{equation}
E_{\rm per}=\frac{2\pi kq^2}{\varepsilon L^3}\sum_{\mathbf G\ne0}\frac{e^{-s^2G^2}}{G^2}
=\frac{kq^2}{2\varepsilon}V_s(0),
\qquad
V_s(\mathbf r)=\frac{4\pi}{L^3}\sum_{\mathbf G\neq0}\frac{e^{-s^2G^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}.
\end{equation}

To expose the dependence on $L$, compare $V_s$ with the point-charge potential $V_0$, obtained by setting $s=0$. The function $\operatorname{erf}(r/2s)/r$ is the potential of a unit Gaussian charge, because for $r>0$
\begin{equation*}
\frac1r\frac{d^2}{dr^2}\operatorname{erf}\!\left(\frac{r}{2s}\right)
=-\frac{e^{-r^2/4s^2}}{2\sqrt\pi\,s^3}
=-4\pi\,\frac{e^{-r^2/4s^2}}{(4\pi s^2)^{3/2}} ,
\end{equation*}
and it is finite at the origin. The Fourier transform of this Gaussian charge is $e^{-s^2G^2}$. Subtracting its potential from $1/r$ shows that $\operatorname{erfc}(r/2s)/r$ has the transform $4\pi(1-e^{-s^2G^2})/G^2$, which tends to $4\pi s^2$ as $G\to0$. The difference $V_0-V_s$ has the same coefficients, except that its $\mathbf G=0$ term is absent. With $\mathbf R$ running over the lattice vectors,
\begin{equation}
V_0(\mathbf r)-V_s(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(|\mathbf r-\mathbf R|/2s)}{|\mathbf r-\mathbf R|}-\frac{4\pi s^2}{L^3}. \label{eq:diff}
\end{equation}

Now let $\mathbf r\to0$. Near a point charge $V_0=1/r-\alpha/L$ plus terms that vanish. The constant must scale as $1/L$, since $L$ is the sole length in $V_0$. This defines the Madelung constant $\alpha$, which is $2.8373$ for the simple cubic lattice. The $\mathbf R=0$ term of the sum tends to $1/r-1/(s\sqrt\pi)$, because $\operatorname{erf}(x)\simeq2x/\sqrt\pi$ for small $x$. The two $1/r$ terms cancel:
\begin{equation*}
V_s(0)=\frac{1}{s\sqrt\pi}-\frac{\alpha}{L}+\frac{4\pi s^2}{L^3}
-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2s)}{R}.
\end{equation*}
The first term gives the isolated energy $E_{\rm iso}=kq^2/(2\sqrt\pi\,\varepsilon s)$, the value left when $L\to\infty$. Hence
\begin{equation}
E_{\rm per}-E_{\rm iso}=-\frac{kq^2\alpha}{2\varepsilon L}
+\frac{2\pi kq^2s^2}{\varepsilon L^3}
-\frac{kq^2}{2\varepsilon}\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2s)}{R}. \label{eq:gauss}
\end{equation}

The first term is negative because the charge is attracted by its neutralizing background. The second is positive because spreading the charge weakens that attraction. A background of density $-1/L^3$ adds $2\pi r^2/(3L^3)$ to the potential between two elements of unit charge separated by $r$. Two points drawn independently from the Gaussian have mean square separation $6s^2$. Half of $(kq^2/\varepsilon)(2\pi/3L^3)(6s^2)$ is the second term of \eqref{eq:gauss}. Both terms contain $q^2$, so their signs do not depend on the sign of the charge.

The last term describes overlap of the images and is negligible when $s\ll L$. For $s=1$ \AA\ at the three cell lengths, the explicit reciprocal-space sum agrees with the two power terms to about $10^{-12}$ eV.

In a real defect $b$ can hold more than this electrostatic term. The cell average of a short-ranged potential is its integral divided by $L^3$, so a shift of the potential reference caused by the defect can enter $b$. Elastic interactions between images can do so too. The two powers in equation \eqref{eq:law} can therefore also describe effects outside the Gaussian model, but $b$ then no longer measures the width of the charge alone.

\section*{Part (b): solving for the limit}

\textbf{Question.} Derive formulas for $E_\infty$, $a$ and $b$ from energies at $L_1$, $2L_1$ and $4L_1$. Evaluate them. Does the agreement of the resulting curve with the data support the model?

\textbf{Model answer.} Let $E_1,E_2,E_3$ be the energies in order of increasing cell length. Then
\begin{align*}
E_1&=E_\infty+\frac{a}{L_1}+\frac{b}{L_1^3},\\
E_2&=E_\infty+\frac{a}{2L_1}+\frac{b}{8L_1^3},\\
E_3&=E_\infty+\frac{a}{4L_1}+\frac{b}{64L_1^3}.
\end{align*}
Doubling the energy of the larger cell in each neighbouring pair and subtracting that of the smaller removes $a$:
\begin{align}
F_1&=2E_2-E_1=E_\infty+\left(\frac14-1\right)\frac{b}{L_1^3}
=E_\infty-\frac{3b}{4L_1^3}, \label{eq:F1}\\
F_2&=2E_3-E_2=E_\infty+\left(\frac1{32}-\frac18\right)\frac{b}{L_1^3}
=E_\infty-\frac{3b}{32L_1^3}. \label{eq:F2}
\end{align}
The cubic contribution to $F_2$ is one eighth of that to $F_1$. It cancels in $8F_2-F_1=7E_\infty$, so
\begin{equation}
E_\infty=\frac{8(2E_3-E_2)-(2E_2-E_1)}7
=\frac{E_1-10E_2+16E_3}{7}. \label{eq:limit}
\end{equation}

Subtracting \eqref{eq:F1} from \eqref{eq:F2} gives
\begin{equation*}
E_1-3E_2+2E_3=\left(\frac34-\frac3{32}\right)\frac b{L_1^3}
=\frac{21b}{32L_1^3},
\end{equation*}
and therefore
\begin{equation}
b=\frac{32L_1^3}{21}(E_1-3E_2+2E_3). \label{eq:b}
\end{equation}
For $a$, use $E_1-E_2=a/(2L_1)+7b/(8L_1^3)$. Multiplying by $2L_1$ and inserting \eqref{eq:b},
\begin{align}
a&=2L_1(E_1-E_2)-\frac{7b}{4L_1^2}\nonumber\\
&=2L_1(E_1-E_2)-\frac{8L_1}{3}(E_1-3E_2+2E_3)\nonumber\\
&=\frac{2L_1}{3}(9E_2-8E_3-E_1). \label{eq:a}
\end{align}

With $L_1=10$ \AA\ the data give
\begin{align*}
E_\infty&=\frac{2.7000-28.1250+46.4256}{7}=3.000086\ \text{eV},\\
a&=\frac{20}{3}(25.3125-23.2128-2.7000)=-4.0020\ \text{eV\,\AA},\\
b&=\frac{32000}{21}(2.7000-8.4375+5.8032)=100.114\ \text{eV\,\AA}^3.
\end{align*}
Extra digits are kept here for the rounding analysis. At the precision of the question the limit is $3.00$ eV, or $0.110$ hartree.

The curve passes through all three points because three independent equations fix three unknowns. This is an interpolation in cell length used to extrapolate to infinite length. It has no residual, and its agreement with the data is no evidence for the model.

\section*{Part (c): rounding of the data}

\textbf{Question.} Each energy may be wrong by up to $h=0.00005$ eV through rounding. Bound the resulting errors. Can the three parameters be replaced by round values without contradicting the data?

\textbf{Model answer.} The parameters are linear in the energies. The largest error occurs when each rounding error has the sign of its weight, so the magnitudes of the weights add:
\begin{align*}
|\delta E_\infty|&\le\frac{1+10+16}{7}h=\frac{27h}{7}=0.000193\ \text{eV},\\
|\delta a|&\le\frac{2L_1}{3}(1+9+8)h=12L_1h=0.0060\ \text{eV\,\AA},\\
|\delta b|&\le\frac{32L_1^3}{21}(1+3+2)h=\frac{64L_1^3h}{7}=0.457\ \text{eV\,\AA}^3.
\end{align*}
Extrapolation thus enlarges the worst rounding error by a factor of almost four.

The values $3$ eV, $-4$ eV\,\AA\ and $100$ eV\,\AA$^3$ lie within these bounds. That alone is insufficient, since the three parameter errors are not independent. The energies must be recomputed:
\begin{align*}
E(10)&=3-0.4+0.1=2.7000000\ \text{eV},\\
E(20)&=3-0.2+0.0125=2.8125000\ \text{eV},\\
E(40)&=3-0.1+0.0015625=2.9015625\ \text{eV}.
\end{align*}
They round to the given data, so the round set is allowed. Only the last energy is changed by rounding, by $0.0000375$ eV. Its weight in \eqref{eq:limit} is $16/7$, which accounts for the excess of $0.000086$ eV over $3$ eV. The data are consistent with a limit of exactly $3$ eV but do not single it out.

\section*{Part (d): leaving out the cubic term}

\textbf{Question.} What limits follow from neighbouring pairs of cells if $b$ is set to zero? Explain their errors relative to the three-cell limit.

\textbf{Model answer.} With $b=0$, equations \eqref{eq:F1} and \eqref{eq:F2} would make $F_1$ and $F_2$ equal to the limit. Their values are
\begin{align*}
F_1&=2(2.8125)-2.7000=2.9250\ \text{eV},\\
F_2&=2(2.9016)-2.8125=2.9907\ \text{eV}.
\end{align*}
They disagree by far more than rounding allows, so a pure $1/L$ law does not describe these data. Relative to the three-cell limit the errors are
\begin{equation*}
-\frac{3b}{4L_1^3}=-0.0751\ \text{eV},\qquad
-\frac{3b}{32L_1^3}=-0.0094\ \text{eV}.
\end{equation*}
Both are negative because $b>0$, and doubling the cells reduces the error eightfold.

The separate terms show why the small cell is deceptive. At $10$ \AA\ they are $-0.400$ and $+0.100$ eV, so a quarter of the $1/L$ term is cancelled. At $40$ \AA\ they are $-0.100$ and $+0.002$ eV. The cubic term has then almost disappeared, but the energy is still about $0.098$ eV below the limit. A larger cell removes the cubic term quickly and the $1/L$ term slowly.

\section*{Part (e): errors of the model and a fourth cell}

\textbf{Question.} Suppose the true energy also contains $d\,(L_1/L)^5$. How far does the three-cell limit move? Take $d=0.010$ eV. Would a further calculation at $30$ \AA, again given to four decimals, reveal this term?

\textbf{Model answer.} The extra term adds $d$, $d/32$ and $d/1024$ to the three energies. By \eqref{eq:limit},
\begin{equation*}
\delta E_\infty=\frac d7\left(1-\frac{10}{32}+\frac{16}{1024}\right)
=\frac d7\,\frac{45}{64}=\frac{45d}{448}.
\end{equation*}
For $d=0.010$ eV the shift is $0.0010$ eV, about five times the rounding bound. The rounding bound is therefore not a bound on the total error.

At $30$ \AA\ the three-term law predicts
\begin{equation*}
E(30)=3.000086-\frac{4.0020}{30}+\frac{100.114}{27000}=2.87039\ \text{eV}.
\end{equation*}
To see what this number can test, write it in terms of the data. Since $30\ \text{\AA}=3L_1$, the prediction is $E_\infty+a/(3L_1)+b/(27L_1^3)$. Inserting \eqref{eq:limit}, \eqref{eq:b} and \eqref{eq:a} gives
\begin{equation*}
E(3L_1)=\frac{-13E_1+228E_2+352E_3}{567}.
\end{equation*}
Its rounding bound is $593h/567=0.000052$ eV. The extra term changes the prediction by
\begin{equation*}
\frac{d}{567}\left(-13+\frac{228}{32}+\frac{352}{1024}\right)=-0.0098\,d,
\end{equation*}
whereas the true energy at $3L_1$ changes by $d/243=0.0041\,d$. The mismatch is $0.0139\,d$, or $0.00014$ eV for $d=0.010$ eV.

The prediction and the new datum together carry a rounding error of up to $0.00010$ eV. The mismatch is larger than this, but rounding errors that oppose it can bring the observed difference below the bound. The proposed calculation may therefore reveal the term, but is not certain to do so. A term of the same form and twice the size would always be revealed. More digits in all four energies, justified by tighter convergence, would make the test sharper.

\section*{Part (f): physical reading of the coefficients}

\textbf{Question.} Assume $|q|=1$ and the Gaussian model of part (a). Find $\varepsilon$ and $s$ from $a$ and $b$. Is neglecting the image overlap justified at the precision of the data?

\textbf{Model answer.} Matching the $1/L$ term of \eqref{eq:gauss} to $a$ gives
\begin{equation*}
\varepsilon=\frac{k\alpha}{2|a|}
=\frac{14.39965\times2.837297}{2\times4.0020}=5.10.
\end{equation*}
This estimates the screening present in the calculations, with image overlap neglected. If the ions relax, their response is included.

Matching the cubic term gives $b=2\pi ks^2/\varepsilon$, hence
\begin{equation*}
s=\sqrt{\frac{b\varepsilon}{2\pi k}}
=\sqrt{\frac{100.114\times5.104}{2\pi\times14.39965}}\ \text{\AA}
=2.38\ \text{\AA}.
\end{equation*}
This is an equivalent width, found with image overlap neglected. It is not a measured defect size, because $b$ may contain the other terms named in part (a).

For this width the overlap term in \eqref{eq:gauss} is $-0.0025$ eV at $10$ \AA. It is negligible in the two larger cells, since $\operatorname{erfc}(R/2s)$ falls rapidly with $R$. The smallest cell has weight $1/7$ in \eqref{eq:limit}, so as a first estimate the overlap moves the extrapolated limit by $-0.00036$ eV. This exceeds the rounding bound of $0.00019$ eV. Neglecting overlap is thus not justified at the last digit of the data, although it leaves the limit at $3.00$ eV to two decimals. The overlap also enters $a$ and $b$ through $E_1$. Removing it raises $b$, hence the width, hence the overlap itself. Solving the complete equation \eqref{eq:gauss} for $E_\infty$, $\varepsilon$ and $s$ from the three energies gives $\varepsilon=5.08$, $s=2.43$ \AA, an overlap of $-0.0031$ eV at $10$ \AA\ and a limit of $3.00052$ eV, which lies $0.00044$ eV above the three-term value. The third digits of $\varepsilon$ and $s$ found above are therefore affected by the neglect.

The estimate also shows when the method fails. If the defect charge is so extended that its shape changes with the cell, $s$ depends on $L$ and $b$ is not constant. If the cells differ in shape, $\alpha$ changes between them and $a$ is not constant. In either case equations \eqref{eq:limit}--\eqref{eq:a} still return three numbers, but $E_\infty$ need not be the energy of the isolated defect.

\section*{Numbers as computed}
\begin{verbatim}
INPUT AND SOLUTION
energy at L = 10 angstrom: 2.7000 eV
energy at L = 20 angstrom: 2.8125 eV
energy at L = 40 angstrom: 2.9016 eV
limit E_inf: 3.000086 eV = 0.11025 hartree
coefficient a: -4.0020 eV angstrom
coefficient b: 100.114 eV angstrom^3
L = 10 angstrom: a/L = -0.40020 eV, b/L^3 = 0.10011 eV
L = 20 angstrom: a/L = -0.20010 eV, b/L^3 = 0.01251 eV
L = 40 angstrom: a/L = -0.10005 eV, b/L^3 = 0.00156 eV
ROUNDING
largest rounding error of each energy: 0.00005 eV
bound on limit: 0.000193 eV
bound on a: 0.0060 eV angstrom
bound on b: 0.457 eV angstrom^3
round set: 3.00 eV, -4.0 eV angstrom, 100 eV angstrom^3
round set at L = 10 angstrom: 2.7000000 eV
round set at L = 20 angstrom: 2.8125000 eV
round set at L = 40 angstrom: 2.9015625 eV
predicted energy at 30 angstrom: 2.87039 eV
rounding bound on prediction: 0.000052 eV
MODEL ERRORS
1/L-only limit from 10 and 20 angstrom: 2.9250 eV
  difference from three-cell limit: -0.07509 eV
1/L-only limit from 20 and 40 angstrom: 2.9907 eV
  difference from three-cell limit: -0.00939 eV
added L^-5 term at 10 angstrom: 0.010 eV
resulting limit shift: 0.001004 eV
PHYSICAL READING FOR |q| = 1
Coulomb constant k: 14.39965 eV angstrom
Madelung constant, Ewald: 2.837297 (no unit)
Madelung constant, direct: 2.837301 (no unit)
dielectric constant from a: 5.104 (no unit)
narrow Gaussian width: 1.0 angstrom
largest law error, narrow Gaussian: 1.3e-12 eV
equivalent Gaussian width from b: 2.377 angstrom
its image-overlap energy at 10 angstrom: -0.002508 eV
its shift of the extrapolated limit: -0.000358 eV
\end{verbatim}
